# Inverting the Ultrasoft Overlap Operator for Atoms with Overlapping Projectors: test program

```python
# Ultrasoft overlap S = 1 + B Q B^+ (B: projector columns, Q: atom-block-diagonal).
# Gram G = B^+B = G0 (on-site) + Dl (intersite).  Under test:
#  S^-1 = 1 - B M B^+, M = (1+QG)^-1 Q = sum_k M0 (-Dl M0)^k, M0 = (1+Q G0)^-1 Q,
#  S S_n^-1 - 1 = B Q (-Dl M0)^(n+1) B^+, convergence iff rho(M0 Dl) < 1,
#  level shift from using S0^-1: -eps b^+(Q Dl Q + Q Dl M0 Dl Q) b, b = B^+ psi.
# The reference is always dense inversion/diagonalisation of S built from B and Q.
# Units: a0 = hbar^2/(m e^2), Eh = e^2/a0 (Gaussian).
import numpy as np, sympy as sp
from numpy.linalg import inv, solve, norm, eigvals, eigvalsh, det, cholesky
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial.legendre import leggauss
from scipy.linalg import block_diag, eigh
from scipy.special import j0, j1, jn_zeros
from scipy.constants import physical_constants as pc

rng = np.random.default_rng(7)
dag = lambda A: A.conj().T
crand = lambda *s: rng.normal(size=s) + 1j*rng.normal(size=s)
def hpow(A, p):
    w, U = np.linalg.eigh(A)
    return (U*w**p) @ dag(U)
def split(B, Q, sizes):
    G = dag(B) @ B
    G0 = G*block_diag(*[np.ones((n, n)) for n in sizes])
    return G, G0, G - G0, solve(np.eye(len(G)) + Q @ G0, Q)
def series(M0, Dl, n):
    term = M0.copy(); tot = M0.copy()
    for _ in range(n):
        term = -term @ Dl @ M0; tot = tot + term
    return tot
overlap = lambda B, Q: np.eye(len(B)) + B @ Q @ dag(B)
trial = lambda B, X: np.eye(len(B)) - B @ X @ dag(B)
def M_dense(B, Q):
    P = np.linalg.pinv(B)
    return P @ (np.eye(len(B)) - inv(overlap(B, Q))) @ dag(P)
radius = lambda A: max(abs(eigvals(A)))

# ---- generic complex case: three atoms, indefinite and singular Q
sizes = [2, 3, 2]; cols = []
for I, n in enumerate(sizes):
    for _ in range(n):
        own = np.zeros(24, complex); own[8*I:8*I+8] = crand(8)
        leak = crand(24); leak[8*I:8*I+8] = 0
        cols.append(own/norm(own) + 0.1*leak/norm(leak))
B = np.array(cols).T
def herm(ev):
    U = np.linalg.qr(crand(len(ev), len(ev)))[0]
    return (U*np.array(ev)) @ dag(U)
Q = block_diag(herm([1.0, -0.2]), herm([0.8, 0.0, -0.1]), herm([0.5, 0.9]))
G, G0, Dl, M0 = split(B, Q, sizes)
S = overlap(B, Q); one = np.eye(7)
assert norm(inv(S) - trial(B, solve(one + Q @ G, Q))) < 1e-11
assert abs(det(S)/det(one + Q @ G) - 1) < 1e-10
assert norm(inv(S) - trial(B, M0)) > 1e-3
assert norm(inv(S) - trial(B, series(M0, Dl, 60))) < 1e-11
for n in range(4):
    lhs = S @ trial(B, series(M0, Dl, n)) - np.eye(24)
    rhs = B @ Q @ np.linalg.matrix_power(-Dl @ M0, n+1) @ dag(B)
    assert norm(lhs - rhs) < 1e-7*norm(rhs) + 1e-13
assert abs(det(trial(B, M0))*det(one + Q @ G0)/det(one - Q @ Dl) - 1) < 1e-10
# Taylor coefficients in t (Gram G0 + t Dl) by finite differences versus sums over walks
t = 0.05
Mp, Mz, Mm = [M_dense(hpow(G0 + u*Dl, 0.5), Q) for u in (t, 0, -t)]
c1, c2 = (Mp - Mm)/(2*t), (Mp + Mm - 2*Mz)/(2*t*t)
off = np.cumsum([0] + sizes); sl = [slice(off[i], off[i+1]) for i in range(3)]
blk = lambda A, I, J: A[sl[I], sl[J]]
for I in range(3):
    for J in range(3):
        w1 = 0 if I == J else -blk(M0, I, I) @ blk(G, I, J) @ blk(M0, J, J)
        w2 = sum(blk(M0, I, I) @ blk(G, I, K) @ blk(M0, K, K) @ blk(G, K, J) @ blk(M0, J, J)
                 for K in range(3) if K != I and K != J)
        assert norm(blk(c1, I, J) - w1) < 1e-3*norm(c1)
        assert norm(blk(c2, I, J) - w2) < 1e-3*norm(c2)
# exactness needs Q Dl Q = 0, not Dl = 0
for g13, exact in ((0.0, True), (0.2, False)):
    Bx = hpow(np.array([[1, .3, g13], [.3, 1, .4], [g13, .4, 1]]), 0.5)
    Qx = np.diag([1.0, 0.0, 0.7])
    err = norm(inv(overlap(Bx, Qx)) - trial(Bx, split(Bx, Qx, [2, 1])[3]))
    assert (err < 1e-12) if exact else (err > 1e-2)

# ---- convergence statements on strongly overlapping random cases
rho_dimer = top_trimer = 0
for _ in range(300):
    psd = lambda n: (lambda X: 10**rng.uniform(-1, 2)*X @ dag(X))(crand(n, n-1))
    _, _, D2, M2 = split(crand(7, 6), block_diag(psd(3), psd(3)), [3, 3])
    ev = eigvals(M2 @ D2); e = np.sort(ev.real)
    assert max(abs(ev.imag)) < 1e-6 and max(abs(e + e[::-1])) < 1e-6 and max(abs(ev)) < 1
    rho_dimer = max(rho_dimer, max(abs(ev)))
    B3 = crand(8, 6)
    _, _, D3, M3 = split(B3, block_diag(psd(2), psd(2), psd(2)), [2, 2, 2])
    ev = eigvals(M3 @ D3)
    assert max(abs(ev.imag)) < 1e-6 and min(ev.real) > -1
    top_trimer = max(top_trimer, max(ev.real))
    Qi = block_diag(*[herm(rng.normal(size=2)) for _ in range(3)])
    _, G3, D3, M3 = split(B3, Qi, [2, 2, 2])
    Dt = hpow(G3, -0.5) @ D3 @ hpow(G3, -0.5)
    rows = [sum(norm(Dt[2*I:2*I+2, 2*J:2*J+2], 2) for J in range(3)) for I in range(3)]
    assert radius(M3 @ D3) <= radius(G3 @ M3)*max(rows)*(1 + 1e-8)
print(f"300 random dimers, Q>=0: largest rho = {rho_dimer:.4f}")
print(f"300 random trimers, Q>=0: largest eigenvalue of M0 Dl = {top_trimer:.4f}")
def scalar_model(label, qs, s):
    n = len(qs); Bm = hpow((1-s)*np.eye(n) + s, 0.5); Qm = np.diag(qs)
    Gm, _, Dm, Mm0 = split(Bm, Qm, [1]*n)
    Sm = overlap(Bm, Qm); rho = radius(Mm0 @ Dm)
    er = lambda k: norm(inv(Sm) - trial(Bm, series(Mm0, Dm, k)), 2)
    assert norm(inv(Sm) - trial(Bm, solve(np.eye(n) + Qm @ Gm, Qm))) < 1e-10
    k = 40 if rho > 1 else 6
    assert abs(er(k+2)/er(k)/rho**2 - 1) < 1e-6
    out = (min(eigvalsh(Sm)), rho, min(eigvalsh(trial(Bm, Mm0))), er(0), er(40))
    print(f"{label} q={qs} s={s} (g=1): min eig S={out[0]:.4f}, rho={rho:.4f}")
    print(f"   min eig S0inv={out[2]:.4f}, error n=0: {out[3]:.3e}, n=40: {out[4]:.3e}")
    return out
for lab, qs in (("triangle", [9.0, 9.0, 9.0]), ("mixed dimer", [9.0, -0.8])):
    o = scalar_model(lab, qs, 0.7)
    assert o[0] > 0 and o[1] > 1 and o[4] > 100*o[3]
assert scalar_model("negative dimer", [-0.6, -0.6], 0.8)[0] < 0
o = scalar_model("stiff dimer", [3.0, 3.0], 0.5)
assert o[2] < 0 and o[1] < 1 and o[4] < 1e-12

# ---- worked example: Vanderbilt projector for a model centre -e^2/r
rc, d, eref = 1.5, 1.5, -0.5
xs = sp.symbols('x', positive=True)
def taylor(f, n):
    return sum(float(sp.diff(f, xs, k).subs(xs, rc**2) if k else f.subs(xs, rc**2))
               / float(sp.factorial(k))*Poly([-rc**2, 1.0])**k for k in range(n+1))
phi, vin = taylor(2*sp.exp(-sp.sqrt(xs)), 3), taylor(-1/sp.sqrt(xs), 2)
chi = eref*phi + 0.5*(6*phi.deriv() + 4*Poly([0, 1.0])*phi.deriv(2)) - vin*phi
def gauss(a, b, n):
    u, w = leggauss(n)
    return a + (b-a)*(u+1)/2, w*(b-a)/2
r, wr = gauss(0, rc, 200); x2 = r*r
q = np.sum(wr*x2*(4*np.exp(-2*r) - phi(x2)**2))
Bc = np.sum(wr*x2*phi(x2)*chi(x2)); beta = chi/Bc; Dnl = Bc + eref*q
g_r = np.sum(wr*x2*beta(x2)**2)
F = lambda y: 0.5*beta.integ()(np.minimum(y, rc)**2)
Dl_r = np.sum(wr*r*beta(x2)*(F(r + d) - F(abs(r - d))))/(2*d)
assert abs(chi(rc**2)) < 1e-10 and abs(chi.deriv()(rc**2)) < 1e-10
print(f"r_c = {rc} a0, d = {d} a0, eps_ref = {eref} Eh")
print("phi coefficients of r^0,2,4,6 (a0 units):", np.round(phi.coef, 6))
print("V_loc coefficients of r^0,2,4 (Eh, a0):", np.round(vin.coef, 6))
print(f"q = {q:.6f}, <phi|chi> = {Bc:.6f} Eh, D = {Dnl:.6f} Eh")
print(f"real space: g = {g_r:.5f}, Delta = {Dl_r:.5f}, Delta/g = {Dl_r/g_r:.5f}")

Rb, Lb, kmax = 8.0, 18.0, 7.0
al = jn_zeros(0, 18); kz = np.arange(1, 41)*np.pi/Lb
rh, wh = gauss(0, Rb, 160); z, wz = gauss(-Lb/2, Lb/2, 400); wh = wh*2*np.pi*rh
Jb = j0(np.outer(al, rh)/Rb)/(np.sqrt(np.pi)*Rb*abs(j1(al)))[:, None]
Sz = np.sqrt(2/Lb)*np.sin(np.outer(kz, z + Lb/2))
k2 = ((al[:, None]/Rb)**2 + kz[None, :]**2).ravel(); keep = k2 <= kmax**2
def build(centres):
    V = 0; cols = []
    for zc in centres:
        y = rh[:, None]**2 + (z[None, :] - zc)**2; ins = y < rc**2
        V = V + np.where(ins, vin(y), -1/np.sqrt(y))
        b3 = np.where(ins, beta(y), 0)/np.sqrt(4*np.pi)
        cols.append(((Jb*wh) @ b3 @ (Sz*wz).T).ravel()[keep])
    T = np.array([((Sz*(wz*v)) @ Sz.T).ravel() for v in V])
    JJ = (Jb[:, None, :]*Jb[None, :, :]*wh).reshape(-1, len(rh))
    Vm = (JJ @ T).reshape(18, 18, 40, 40).transpose(0, 2, 1, 3).reshape(720, 720)
    Bm = np.array(cols).T
    H = np.diag(0.5*k2[keep]) + Vm[np.ix_(keep, keep)] + Dnl*Bm @ Bm.T
    return (H + H.T)/2, Bm
H1, B1 = build([0.0])
e1 = eigh(H1, overlap(B1, q*np.eye(1)), eigvals_only=True)[0]
assert abs(e1 - eref) < 1e-3
print(f"basis: radius {Rb} a0, length {Lb} a0, k_max {kmax}/a0, {keep.sum()} functions")
print(f"one centre: lowest level = {e1:.5f} Eh")
H, B = build([-d/2, d/2]); Q = q*np.eye(2)
G, G0, Dl, M0 = split(B, Q, [1, 1]); g, De = G[0, 0], G[0, 1]
assert abs(g - g_r) < 0.01*g_r and abs(De - Dl_r) < 0.01*g_r   # cutoff truncation of beta
m0 = q/(1 + q*g); x = m0*De
S = overlap(B, Q); Sinv = inv(S); S0inv = trial(B, M0); Md = M_dense(B, Q)
assert abs(Md[0, 0] - m0/(1-x*x)) < 1e-10 and abs(Md[0, 1] + m0*x/(1-x*x)) < 1e-10
print(f"basis: g = {g:.5f}, Delta = {De:.5f}, q g = {q*g:.5f}, q Delta = {q*De:.5f}")
print(f"dimer: m0 = {m0:.6f}, x = rho = {x:.6f}")
print(f"dimer: M11 = {Md[0,0]:.6f}, M12 = {Md[0,1]:.6f}, M11/m0 - 1 = {Md[0,0]/m0-1:.3e}")
for n in range(4):
    res = norm(S @ trial(B, series(M0, Dl, n)) - np.eye(len(S)), 2)
    assert abs(res/(abs(q)*abs(x)**(n+1)*(g + abs(De))) - 1) < 1e-6
    print(f"order n = {n}: ||S S_n^-1 - 1|| = {res:.4e}")
w, U = eigh(H, S); eps, b = w[0], B.T @ U[:, 0]
def spectrum(A, Hm):
    L = cholesky((A + A.T)/2)
    return eigvalsh(L.T @ Hm @ L)
lead = b @ Q @ Dl @ Q @ b; nxt = b @ Q @ Dl @ M0 @ Dl @ Q @ b
K = S0inv - Sinv; lam = 0.01
for c in (0.0, 2.0):
    Hc = H + c*S
    slope = (spectrum(Sinv + lam*K, Hc)[0] - spectrum(Sinv - lam*K, Hc)[0])/(2*lam)
    assert abs(slope/(-(eps + c)*(lead + nxt)) - 1) < 1e-4
    print(f"energy zero c = {c} Eh: first-order shift = {slope:.6f} Eh")
full = spectrum(S0inv, H)[0] - eps
assert abs(full/(-eps*(lead + nxt)) - 1) < 0.06   # second order in S0inv - Sinv
assert min(abs(spectrum(S0inv, H - eps*S))) < 1e-9
eV = pc['Hartree energy in eV'][0]
print(f"dimer level eps = {eps:.6f} Eh, |b1| = {abs(b[0]):.5f}, |b2| = {abs(b[1]):.5f}")
print(f"b Q Dl Q b = {lead:.5e}, b Q Dl M0 Dl Q b = {nxt:.5e}")
print(f"formula shift = {-eps*(lead+nxt):.6f} Eh = {-eps*(lead+nxt)*eV:.4f} eV")
print(f"full shift with S0^-1 H = {full:.6f} Eh = {full*eV:.4f} eV")
for n in (1, 2, 3):
    sh = spectrum(trial(B, series(M0, Dl, n)), H)[0] - eps
    assert abs(sh) < 2*abs(full)*abs(x)**n
    print(f"shift with order n = {n}: {sh:.3e} Eh")
print(f"1 Eh = {eV:.4f} eV, 1 a0 = {pc['Bohr radius'][0]*100:.5e} cm")

# ---- chain with spacing d = r_c (second neighbours only touch), real-space Gram
N = 40; hop = np.roll(np.eye(N), 1, 1)
Mr = M_dense(hpow(g_r*np.eye(N) + Dl_r*(hop + hop.T), 0.5), q*np.eye(N))
mc = q/(1 + q*g_r); xc = mc*Dl_r; root = np.sqrt(1 - 4*xc*xc); lm = (1 - root)/(2*xc)
print(f"chain: m0 = {mc:.6f}, x = {xc:.6f}, rho = 2x = {2*xc:.6f}, lambda = {lm:.6f}")
Mk = np.fft.fft(Mr[0]).real
assert max(abs(Mk - mc/(1 + 2*xc*np.cos(2*np.pi*np.arange(N)/N)))) < 1e-10
for R in range(4):
    assert abs(Mr[0, R]/(mc*(-lm)**R/root) - 1) < 1e-6
    print(f"chain: M_{R} = {Mr[0, R]:.5e}")
print(f"chain: decay length d/ln(1/lambda) = {d/np.log(1/lm):.4f} a0")
print("no test failed")
```

Output:

```
300 random dimers, Q>=0: largest rho = 0.9437
300 random trimers, Q>=0: largest eigenvalue of M0 Dl = 1.1669
triangle q=[9.0, 9.0, 9.0] s=0.7 (g=1): min eig S=3.7000, rho=1.2600
   min eig S0inv=-1.1600, error n=0: 1.204e+00, n=40: 1.246e+04
mixed dimer q=[9.0, -0.8] s=0.7 (g=1): min eig S=0.5743, rho=1.3282
   min eig S0inv=0.4912, error n=0: 3.582e+00, n=40: 3.049e+05
negative dimer q=[-0.6, -0.6] s=0.8 (g=1): min eig S=-0.0800, rho=1.2000
   min eig S0inv=1.3000, error n=0: 1.620e+01, n=40: 2.381e+04
stiff dimer q=[3.0, 3.0] s=0.5 (g=1): min eig S=2.5000, rho=0.3750
   min eig S0inv=-0.1250, error n=0: 3.068e-01, n=40: 1.119e-16
r_c = 1.5 a0, d = 1.5 a0, eps_ref = -0.5 Eh
phi coefficients of r^0,2,4,6 (a0 units): [ 1.12611  -0.515988  0.121895 -0.011937]
V_loc coefficients of r^0,2,4 (Eh, a0): [-1.25      0.37037  -0.049383]
q = 0.073043, <phi|chi> = -0.173407 Eh, D = -0.209929 Eh
real space: g = 2.65575, Delta = 0.43533, Delta/g = 0.16392
basis: radius 8.0 a0, length 18.0 a0, k_max 7.0/a0, 542 functions
one centre: lowest level = -0.49999 Eh
basis: g = 2.65177, Delta = 0.43548, q g = 0.19369, q Delta = 0.03181
dimer: m0 = 0.061191, x = rho = 0.026647
dimer: M11 = 0.061234, M12 = -0.001632, M11/m0 - 1 = 7.106e-04
order n = 0: ||S S_n^-1 - 1|| = 6.0090e-03
order n = 1: ||S S_n^-1 - 1|| = 1.6013e-04
order n = 2: ||S S_n^-1 - 1|| = 4.2669e-06
order n = 3: ||S S_n^-1 - 1|| = 1.1370e-07
energy zero c = 0.0 Eh: first-order shift = 0.004632 Eh
energy zero c = 2.0 Eh: first-order shift = -0.003417 Eh
dimer level eps = -1.150967 Eh, |b1| = 0.91844, |b2| = 0.91844
b Q Dl Q b = 3.91978e-03, b Q Dl M0 Dl Q b = 1.04452e-04
formula shift = 0.004632 Eh = 0.1260 eV
full shift with S0^-1 H = 0.004634 Eh = 0.1261 eV
shift with order n = 1: -1.234e-04 Eh
shift with order n = 2: 3.289e-06 Eh
shift with order n = 3: -8.764e-08 Eh
1 Eh = 27.2114 eV, 1 a0 = 5.29177e-09 cm
chain: m0 = 0.061176, x = 0.026632, rho = 2x = 0.053264, lambda = 0.026651
chain: M_0 = 6.12630e-02
chain: M_1 = -1.63270e-03
chain: M_2 = 4.35127e-05
chain: M_3 = -1.15965e-06
chain: decay length d/ln(1/lambda) = 0.4138 a0
no test failed
```
